# Energy release of a long, straight edge delamination in a stressed film

## Problem

A film of thickness $h=1000$ nm is bonded to a thick substrate. It is under equal tension $\sigma=1.00$ GPa in both in-plane directions. Its Young's modulus is $E=200$ GPa and its Poisson's ratio is $\nu=0.25$. A crack has started at a long straight edge of the film and runs inward along the interface. Its front is straight, parallel to the edge and much longer than the crack, and the crack is already many film thicknesses long. The film still bonded ahead of the crack is very much longer than the film is thick, and the substrate extends far beyond the film edge. How much elastic energy is released per unit area of newly separated interface?

Let $x$ point normal to the crack front, in the direction of growth, $y$ along the front, and $z$ upward from the interface. Tension counts as positive. The film is uniform, isotropic and linearly elastic, and its upper surface carries no load. The substrate is so thick that the film hardly deforms it far from the crack tip. The wanted quantity is the energy release rate $G$, an energy per area.

The algebra contains no electronic constant, so it holds unchanged in atomic units or any other consistent set. For the numbers, nanometres and gigapascals are convenient, because

$$
1\ \text{GPa nm}=10^{9}\ \text{N/m}^2\times10^{-9}\ \text{m}=1\ \text{J/m}^2 .
$$

## A tempting solution

Before the crack arrives, the film is stretched equally along $x$ and $y$. Each in-plane stress stretches the film along its own direction and contracts it along the other. With $\sigma_x=\sigma_y=\sigma$ and $\sigma_z=0$, Hooke's law gives

$$
\varepsilon_x=\varepsilon_y=\frac{\sigma-\nu\sigma}{E}=\frac{(1-\nu)\sigma}{E}.
$$

These are elastic strains, measured from the stress-free state of the film material. The energy per volume is half the sum of stress times strain. There are two equal in-plane terms, and the $z$ term vanishes with $\sigma_z$. Multiplying by $h$ gives the stored energy per area,

$$
U_{\text{ahead}}
=\frac h2\left(\sigma\varepsilon_x+\sigma\varepsilon_y\right)
=\frac{(1-\nu)\sigma^2h}{E}.
$$

The argument then continues: "Behind the crack the film is detached, so it is free of stress. All the stored energy has been released, and $G=U_{\text{ahead}}$." The number would be

$$
\frac{0.75\times(1.00)^2\times1000}{200}\ \text{J/m}^2=3.750\ \text{J/m}^2 .
$$

## Where it fails

The stored energy is right. The fault lies in the claim that detached film is free of stress.

Behind the front, the film forms a long flap. Its outer edge is free, so it can contract along $x$. Along $y$ the situation differs. The flap is still joined, all along the crack front, to film that is bonded to the substrate. A uniform contraction along $y$ would have to fit this bonded film, which keeps its length. Over a front much longer than the flap is wide, the mismatch in displacement would grow with distance along the front. Away from the two ends of the front, the flap therefore keeps the strain $\varepsilon_y$ that it had before separation.

Detachment thus removes $\sigma_x$ but leaves a stress along $y$. The energy of that remaining stress must be subtracted from the stored energy.

## The right solution

### The state of the flap

Far behind the tip, the flap has $\sigma_x=0$ because its edge is free, and $\sigma_z=0$ because its faces are free. Let $\sigma_y'$ be its remaining stress. With one stress component left, Hooke's law along $y$ is simply $\varepsilon_y=\sigma_y'/E$. The strain $\varepsilon_y$ has kept its earlier value, so

$$
\frac{\sigma_y'}{E}=\frac{(1-\nu)\sigma}{E}
\quad\Longrightarrow\quad
\sigma_y'=(1-\nu)\sigma .
$$

For the present film, the strain is $0.75\times1.00/200=0.375\,\%$, and the remaining stress is $0.750$ GPa. The stress along $y$ falls by $\nu\sigma$ although the length along $y$ is fixed. The reason is the Poisson effect: the removed tension along $x$ had been trying to contract the film along $y$, and part of $\sigma_y$ was needed to resist that contraction.

The energy per area kept by the flap is

$$
U_{\text{behind}}
=\frac h2\,\sigma_y'\varepsilon_y
=\frac{(1-\nu)^2\sigma^2h}{2E}
=\frac{0.5625\times1000}{2\times200}\ \text{J/m}^2
=1.406\ \text{J/m}^2 .
$$

### From two energies to a release rate

Near the crack tip the stresses are complicated, and the substrate is strained there as well. Their details are not needed once growth is steady. The tip is then far enough from the film edge, the substrate edge and the far end of the bonded film that its field no longer feels them. If the film edge is flush with the substrate edge, or if only a short bonded length remains ahead, $G$ can be clearly lower, even for a crack many film thicknesses long. If the front advances by $da$, the field around it moves forward by $da$ without changing its form, so its energy stays the same.

The net change is that a strip of width $da$ in the state far ahead has been replaced by a strip of equal width in the state far behind. For a thick substrate, the substrate energy far from the tip is negligible in both states. No external load does work during the advance. Per unit length of front, the energy balance is therefore

$$
G\,da=\left(U_{\text{ahead}}-U_{\text{behind}}\right)da .
$$

Inserting the two energies and taking out the common factor gives

$$
\begin{aligned}
G&=\frac{(1-\nu)\sigma^2h}{E}-\frac{(1-\nu)^2\sigma^2h}{2E}\\
&=\frac{(1-\nu)\sigma^2h}{2E}\left[2-(1-\nu)\right]\\
&=\frac{(1-\nu)(1+\nu)\sigma^2h}{2E}
=\frac{(1-\nu^2)\sigma^2h}{2E}.
\end{aligned}
$$

With $1-\nu^2=0.9375$,

$$
G=\frac{0.9375\times(1.00)^2\times1000}{2\times200}\ \text{J/m}^2
=2.344\ \text{J/m}^2
=0.1463\ \text{eV/Å}^2 .
$$

To three figures the answer is $2.34$ J/m$^2$. It is $62.5\,\%$ of the stored energy; the other $1.406$ J/m$^2$ remains in the flap.

### The same result by unloading

A second derivation shows where the factor $1-\nu^2$ comes from. Let the stress along $x$ be removed gradually while $\varepsilon_y$ is held fixed. Fixed $\varepsilon_y$ requires

$$
0=d\varepsilon_y=\frac{d\sigma_y-\nu\,d\sigma_x}{E}
\quad\Longrightarrow\quad
d\sigma_y=\nu\,d\sigma_x .
$$

The strain along $x$ then changes by

$$
d\varepsilon_x=\frac{d\sigma_x-\nu\,d\sigma_y}{E}
=\frac{1-\nu^2}{E}\,d\sigma_x .
$$

The film responds with the plane-strain modulus $M=E/(1-\nu^2)=213.3$ GPa, which is larger than $E$ because sideways strain is prevented. As $\sigma_x$ falls from $\sigma$ to zero, the film contracts by the strain $\sigma/M=0.469\,\%$. The energy given up is the triangular area under the stress-strain line, times $h$:

$$
G=\frac h2\,\sigma\,\frac{\sigma}{M}=\frac{\sigma^2h}{2M}.
$$

The fixed strain $\varepsilon_y$ contributes no work. This agrees with the difference of the two stored energies.

## Unequal stresses, and the uniaxial estimate

Suppose that the film stresses ahead of the crack are different, $\sigma_x$ and $\sigma_y$. The energy per area is now

$$
U_{\text{ahead}}=\frac{h}{2E}\left(\sigma_x^2+\sigma_y^2-2\nu\sigma_x\sigma_y\right).
$$

Removing $\sigma_x$ at fixed $\varepsilon_y$ leaves $\sigma_y'=\sigma_y-\nu\sigma_x$, and hence

$$
U_{\text{behind}}=\frac{h}{2E}\left(\sigma_y-\nu\sigma_x\right)^2
=\frac{h}{2E}\left(\sigma_y^2-2\nu\sigma_x\sigma_y+\nu^2\sigma_x^2\right).
$$

In the difference, both terms containing $\sigma_y$ cancel:

$$
G=\frac{(1-\nu^2)\sigma_x^2h}{2E}.
$$

This assumes that the film carries no in-plane shear stress between $x$ and $y$. For a long straight front, the release is then set by the stress normal to the front. If the principal stresses lie oblique to the front, a shear stress $\tau$ is released as well and adds $(1+\nu)\tau^2h/E$. The stress along the front changes the stored energy and the kept energy by equal amounts.

This also places another simple estimate, $\sigma^2h/(2E)=2.500$ J/m$^2$. It describes a narrow strip that carries the full stress $\sigma$ along $x$ alone and is free to change its width both before and after separation. In the wide film, the width is held, and the factor $1-\nu^2$ lowers the result. The two agree at $\nu=0$, where the directions do not influence each other. A strip cut from the present film is a different case. If it is much narrower than the film is thick, it keeps the strain $\varepsilon_x$ but loses $\sigma_y$, so it carries only $(1-\nu)\sigma=0.750$ GPa and would release $1.406$ J/m$^2$. A strip many thicknesses wide keeps most of $\sigma_y$ while it is bonded. Once the crack is long compared with the width, such a strip releases more, approaching $3.750$ J/m$^2$ as the width grows.

For equal biaxial stress, the released fraction is

$$
\frac{G}{U_{\text{ahead}}}
=\frac{(1-\nu)(1+\nu)/2}{1-\nu}
=\frac{1+\nu}{2}.
$$

It is one half at $\nu=0$, where $x$ and $y$ hold equal and independent shares of the energy. It approaches three quarters in the incompressible limit $\nu\to1/2$.

## Does the substrate stiffness matter?

The substrate modulus does not appear in $G$. This may look surprising, since a soft substrate yields more near the tip. In steady growth, however, that strained region travels with the tip and its energy does not change.

A plane-strain finite-element calculation puts this to the test without using the two-state argument. The film is initially $60h$ long. Its left edge is free and its right end is a symmetry plane. It lies on an elastic bed $6h$ deep, which is clamped at its base and extends $8h$ beyond the free film edge. The square cells have sides of 250 nm. The release rate follows from the change in total potential energy when a crack of length $12h$ is shortened and lengthened by one cell.

With a bed as stiff as the film, the result is $2.3426$ J/m$^2$. With a glass-like bed of modulus 70 GPa and Poisson's ratio 0.20, it is $2.3418$ J/m$^2$. Both lie within $0.1\,\%$ of the formula. The last digits depend on the mesh: finer cells raise these values by about $0.001$ J/m$^2$. In both cases the crack faces are apart at every mesh point behind the tip, with smallest openings of about 3.3 and 3.4 nm. The assumption of free faces is thus consistent for this tensile film. The size of these smallest openings depends on the mesh, so their sign is what matters here.

On the glass-like bed, shorter cracks give $2.26$, $2.29$ and $2.32$ J/m$^2$ at lengths $h$, $2h$ and $4h$. These values are about 4, 2 and 1 percent below the steady result. They belong to this particular bed, with its small depth and its free side only $8h$ beyond the film edge, and to this rather coarse mesh, which was not refined. The shortfall includes the influence of the bed's own boundaries, so it does not measure the effect of the film edge alone and should not be carried over to a very thick, wide substrate. In this model, then, a crack a few film thicknesses long is already close to steady growth.

## What changes the number

**Loss of the constraint along the front.** If a small piece of film comes off completely, it can contract along both directions. Provided that it was fully stressed beforehand, the energy released per area, averaged over the whole detachment, is the full $3.750$ J/m$^2$. This exceeds the straight-front value by the factor $2/(1+\nu)=1.60$, a gain of $60\,\%$. The tempting solution therefore answers a different question. The average does not give the local release rate at each point of a curved front.

**Stress that varies through the thickness.** Let the equal biaxial stress be $\sigma(z)=\sigma+s\zeta$ with $\zeta=2z/h-1$, so that $\zeta$ runs from $-1$ at the interface to $+1$ at the top. For $s>0$, the top wants to contract more, and the flap curls upward, away from the substrate. A stretch and a curvature together supply a strain linear in $z$, which is what is needed to remove $\sigma_x$ in every layer. Adding the layers gives

$$
G=\int_0^h\frac{\sigma(z)^2}{2M}\,dz
=\frac{h}{2M}\left(\sigma^2+\frac{s^2}{3}\right),
$$

because the thickness average of $\zeta$ is zero and that of $\zeta^2$ is $1/3$. For a chosen amplitude $s=0.30$ GPa, the gain is $s^2/(3\sigma^2)=3.0\,\%$.

**A substrate plate of finite thickness.** Let the plate be free to shorten and bend in the $x$–$z$ plane, while its length along $y$ is held and bending along $y$ is prevented. A plate free in both directions would also shorten and bend along $y$, which would change the correction; that case is not treated here. The plate must also extend behind the tip, and the bonded film ahead of it, over lengths much greater than the plate thickness. Let the plate have thickness $H$ and plane-strain modulus $M_s$, and let $\sigma$ now mean the stress that the film would have on a rigid substrate. The film pulls on the top of the plate with force $\sigma h$ per unit width. This compresses the plate by the strain $\sigma h/(M_sH)$. It also bends it. The moment is $\sigma hH/2$, the bending stiffness is $M_sH^3/12$, and the top lies $H/2$ from the midplane, so bending adds

$$
\frac{(\sigma hH/2)(H/2)}{M_sH^3/12}=\frac{3\sigma h}{M_sH}.
$$

The total contraction at the top is $4\sigma h/(M_sH)$. It lowers the film stress by the fraction

$$
c=\frac{4Mh}{M_sH}.
$$

To first order in $c$, the film energy available for release falls from $G$ to $G(1-2c)$. The plate gains half of force times contraction,

$$
\frac12\,\sigma h\,\frac{4\sigma h}{M_sH}=\frac{\sigma^2h}{2M}\,c=Gc,
$$

and this energy is returned on separation. The release is therefore $G(1-c)$. For a glass plate with $H=700000$ nm and the rough elastic values used above, $c=1.67\,\%$. Minimizing the full laminate energy over stretch and curvature gives a loss of $1.65\,\%$. If $\sigma$ is instead the stress measured in the film on the bent plate, the film term needs no reduction, and the plate energy raises the release by the fraction $c$ to first order.

**Temperature.** If the film contracts more than the substrate on cooling, its tension rises. A prevented equal contraction $\Delta\alpha\,\Delta T$ in both directions adds

$$
\Delta\sigma=\frac{E\,\Delta\alpha\,\Delta T}{1-\nu}
=\frac{200\times3.0\times10^{-6}\times100}{0.75}\ \text{GPa}
=0.080\ \text{GPa}
$$

for a rough mismatch of $3.0\times10^{-6}$ per kelvin and cooling by 100 K. Since $G$ grows as $\sigma^2$, it rises by $(1.080)^2-1=16.6\,\%$, with the elastic constants held fixed.

**Large strain.** The release strain of $0.469\,\%$ suggests nonlinear corrections of the order of a percent. This is a rough estimate of scale, neither a bound nor a calculated correction.

## Reading the result for a real coating

The chosen values are round numbers for a stiff, highly stressed film, not measurements of a particular material. At fixed stress, $G$ is proportional to $h$: a 200 nm film would release one fifth as much. A film may also be in compression. The formula contains $\sigma^2$, so the energy difference is then the same for a flat flap that slides without friction. Friction would use up part of that energy before it reached the tip, and buckling would change the state behind the front. Neither effect is sized here, so the tensile result should not be carried over to a compressed coating without a separate calculation.

The value of $G$ is a driving force, not a measure of adhesion. In this model, a long crack can advance when $G$ reaches the interface toughness $\Gamma$, the energy needed per area for the mixture of opening and sliding at this tip. Setting $G=\Gamma$ and solving for the thickness gives

$$
h_c=\frac{2E\,\Gamma}{(1-\nu^2)\sigma^2}.
$$

For fixed $\Gamma$, doubling the stress reduces this thickness fourfold. As a design limit it requires a long straight front, steady growth, a uniform tensile film, and a toughness measured for the same mixture of loading and the same environment. It concerns separation along the interface only. A tensile film can also crack through its thickness, and the energy released per area of such a crack can exceed $G$, so $h_c$ alone does not guarantee a sound coating. The values used in this solution are collected in the numerical output below.

## Numbers as computed

```
film thickness h: 1000 nm
film stress sigma: 1.00 GPa
Young's modulus E: 200 GPa
Poisson's ratio nu: 0.25 (no unit)
plane-strain modulus of film: 213.3 GPa
biaxial strain ahead: 0.375 %
stress along front behind tip: 0.750 GPa
stored energy ahead: 3.750 J/m^2
energy kept behind: 1.406 J/m^2
steady release G: 2.344 J/m^2
steady release G: 0.1463 eV/angstrom^2
uniaxial estimate: 2.500 J/m^2
finite elements, bed like film: 2.3426 J/m^2
finite elements, glass bed: 2.3418 J/m^2
smallest face opening, bed like film: 3.326 nm
smallest face opening, glass bed: 3.386 nm
finite-element cell size: 250 nm
G at crack length 1 h, glass bed: 2.26 J/m^2
G at crack length 2 h, glass bed: 2.29 J/m^2
G at crack length 4 h, glass bed: 2.32 J/m^2
glass modulus (rough): 70 GPa
glass Poisson's ratio (rough): 0.20 (no unit)
glass thickness (rough): 700000 nm
gain if y constraint is lost: 60.0 %
stress-gradient amplitude (chosen): 0.30 GPa
gain from stress gradient: 3.0 %
loss from finite glass plate: 1.65 %
same loss, leading formula: 1.67 %
expansion mismatch (rough): 3.0e-06 1/K
cooling (chosen): 100 K
added thermal stress: 0.080 GPa
gain from cooling: 16.6 %
release strain normal to front: 0.469 %
```
